# The Colle-Salvetti Correlation Formula from a Correlated Hartree-Fock Pair Density

Take two electrons of opposite spin in one real orbital \(g\), as in the Hartree-Fock (HF) ground state of helium. The density is \(n=2g^2\), and the probability density for finding the pair at \(\mathbf r_1,\mathbf r_2\) is

\[
P(\mathbf r_1,\mathbf r_2)=g(\mathbf r_1)^2g(\mathbf r_2)^2=\tfrac14 n(\mathbf r_1)n(\mathbf r_2).
\]

This product does not react to the distance between the electrons. Multiply the wave function by a factor \(1-\varphi\) that falls below one when they are close. If normalization is left aside, the pair density becomes \(P(1-\varphi)^2\), and in Hartree atomic units the repulsion energy changes by

\[
\int\!\!\int P\,\frac{(1-\varphi)^2-1}{r}\,d\mathbf r_1d\mathbf r_2
=\int\!\!\int P\,\frac{\varphi^2-2\varphi}{r}\,d\mathbf r_1d\mathbf r_2,
\qquad r=|\mathbf r_1-\mathbf r_2|. \tag{1}
\]

Suppose that \(\varphi\) has a short range \(1/\beta\) and that the density hardly varies over it. Then \(P\approx n^2/4\), and the integral of \(1/r\) over the hole scales as \(\beta^{-2}\). With \(\beta\propto n^{1/3}\), the energy per volume is \(n^{4/3}\) times the strength of \(\varphi\). The rest of the derivation fixes that strength, includes the first effect of a varying \(P\), and extends the argument to more electrons.

For a closed shell of \(N\) electrons with real orbitals, the HF pair density is

\[
P(\mathbf r_1,\mathbf r_2)=\tfrac12\left[n(\mathbf r_1)n(\mathbf r_2)-\tfrac12\gamma(\mathbf r_1,\mathbf r_2)^2\right], \tag{2}
\]

where \(\gamma\) is the spin-summed one-body density matrix. It integrates to the number of pairs, \(N(N-1)/2\). At coincidence \(\gamma=n\), so \(P_0\equiv P(\mathbf R,\mathbf R)=n^2/4\). The two-electron case has \(\gamma^2=n(\mathbf r_1)n(\mathbf r_2)\) and returns the product above.

The trial function is the HF determinant times \(\prod_{i<j}(1-\varphi_{ij})\). **Approximation 1** is to take its pair density as \(P(1-\varphi)^2\). For \(N>2\) this discards the factors that link the chosen pair to the other electrons and, from \(N=4\) on, those among the other electrons themselves; all of them should remain under the integral over the positions of those electrons. For \(N=2\) there are no such factors, and only the normalization is neglected.

**Approximation 2** is to keep the one-body density matrix at its HF value. The kinetic energy and the attraction to the nuclei are then unchanged, and (1) becomes the whole correlation energy \(E_c\). This cannot hold strictly for a correlated state. The HF density matrix has \(N\) spin orbitals with occupation one; a spin orbital with occupation one is present in every configuration of the wave function, so \(N\) of them leave room for a single determinant. The size of the error is found below for helium.

The behaviour of the factor at small \(r\) follows from the Schrödinger equation. With \(\mathbf r=\mathbf r_1-\mathbf r_2\) and \(\mathbf R=(\mathbf r_1+\mathbf r_2)/2\), the kinetic operator of a pair is

\[
-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2=-\tfrac14\nabla_R^2-\nabla_r^2 .
\]

For opposite spins the wave function is generally nonzero at contact and behaves as \(1+\kappa r\). Since \(\nabla_r^2r=2/r\), the singular terms are \(-2\kappa/r+1/r\). They cancel if \(\kappa=1/2\). For parallel spins the wave function starts as \(\mathbf a\cdot\mathbf r\,(1+\kappa r)\). Here \(\nabla_r^2[r\,\mathbf a\cdot\mathbf r]=4\,\mathbf a\cdot\mathbf r/r\), so the cancellation requires \(\kappa=1/4\).

A factor with the opposite-spin slope and a Gaussian range is

\[
\varphi=e^{-\beta^2r^2}\left[1-A\left(1+\frac r2\right)\right]. \tag{3}
\]

Expanding the Gaussian gives \(1-\varphi=A(1+r/2)+O(r^2)\), which has the required ratio of slope to value whatever \(A\) may be. **Approximation 3** is to use this factor for parallel spins too, where its slope is wrong. The parallel-spin part of \(P\) vanishes as \(r^2\), which reduces the weight of the wrong slope but does not remove it. In the uniform gas at densities from 0.01 to 5, with the choices of range and amplitude made below, parallel pairs contribute to (1) with a positive sign and 14 to 17% of the size of the opposite-spin part. Giving them the slope \(1/4\), with their amplitude fixed anew by condition (5) for that slope, changes the total by 7 to 8%.

**Approximation 4** sets the range by the local density at the midpoint,

\[
\beta(\mathbf R)=q\,n(\mathbf R)^{1/3}. \tag{4}
\]

The length \(n^{-1/3}\) is the edge of a cube holding one electron on average, so the hole is given a volume proportional to the volume per electron. The number \(q\) is empirical; the value used here is \(q=2.29\).

The amplitude \(A\) is fixed by the number of electrons. If the density is to stay at its HF value, integrating the change of the pair density over \(\mathbf r_2\) at fixed \(\mathbf r_1\) must give zero:

\[
\int P(\varphi^2-2\varphi)\,d\mathbf r_2=0 .
\]

**Approximation 5** drops \(\varphi^2\) and treats \(P\) and \(\beta\) as constants across the hole. What remains is

\[
\int_0^\infty r^2\varphi\,dr=0. \tag{5}
\]

With \(\int_0^\infty r^2e^{-\beta^2r^2}dr=\sqrt\pi/(4\beta^3)\) and \(\int_0^\infty r^3e^{-\beta^2r^2}dr=1/(2\beta^4)\), this reads

\[
(1-A)\frac{\sqrt\pi}{4\beta^3}-\frac A2\,\frac1{2\beta^4}=0
\quad\Longrightarrow\quad
(1-A)\sqrt\pi\,\beta=A
\quad\Longrightarrow\quad
A=\frac{\sqrt\pi\,\beta}{1+\sqrt\pi\,\beta}. \tag{6}
\]

The number 1 is added to an inverse length because the cusp brings in the bohr as a second length. Define \(w=1-A=1/(1+\sqrt\pi\beta)\) and \(x=\beta r\). Then \(Ar/2=w\sqrt\pi\,x/2\), and (3) simplifies to

\[
\varphi=w\,e^{-x^2}\left(1-\frac{\sqrt\pi}{2}x\right). \tag{7}
\]

The shape is universal in \(x\), and the density sets the strength \(w\). At high density \(w\to0\): the kinetic energy dominates and the factor tends to one. At low density \(w\to1\), and the factor vanishes at contact. The function \(\varphi\) is positive inside \(x=2/\sqrt\pi\) and negative outside, so the pair is moved from short to larger distances.

The change of variables from \(\mathbf r_1,\mathbf r_2\) to \(\mathbf R,\mathbf r\) has unit Jacobian. Since \(\varphi\) depends on the direction of \(\mathbf r\) nowhere, (1) needs \(P\) averaged over that direction. Exchange of the electrons reverses \(\mathbf r\) and leaves \(P\) unchanged, so odd powers are absent wherever \(P\) is smooth in \(\mathbf r\). This excludes a midpoint at a nucleus, where the cusp of the density gives a term linear in \(r\); near a nucleus the expansion holds only for \(r\) below twice the distance of the midpoint from it. The average of \(r_ir_j\) is \(r^2\delta_{ij}/3\), and therefore

\[
\langle P\rangle=P_0+\frac{r^2}{6}L+O(r^4),\qquad L=\left[\nabla_r^2P\right]_{r=0}. \tag{8}
\]

**Approximation 6** stops at the term in \(L\). The energy becomes \(E_c=\int(P_0I_0+L\,I_2)\,d\mathbf R\), with

\[
I_0=4\pi\int_0^\infty r(\varphi^2-2\varphi)\,dr,\qquad
I_2=\frac{2\pi}{3}\int_0^\infty r^3(\varphi^2-2\varphi)\,dr. \tag{9}
\]

The integrals of \(x^ke^{-x^2}\) for \(k=1,2,3,4\) are \(\tfrac12,\ \tfrac{\sqrt\pi}4,\ \tfrac12,\ \tfrac{3\sqrt\pi}8\). Those of \(x^ke^{-2x^2}\) for \(k=1,\dots,5\) are \(\tfrac14,\ \tfrac{\sqrt\pi}{8\sqrt2},\ \tfrac18,\ \tfrac{3\sqrt\pi}{32\sqrt2},\ \tfrac18\). The square of the bracket in (7) is \(1-\sqrt\pi x+\pi x^2/4\). Hence

\[
\begin{aligned}
\int_0^\infty x\varphi\,dx&=w\left(\tfrac12-\tfrac\pi8\right)=\tfrac12wA_1, & A_1&=1-\tfrac\pi4,\\
\int_0^\infty x\varphi^2dx&=w^2A_2, & A_2&=\tfrac14-\tfrac{\pi}{8\sqrt2}+\tfrac{\pi}{32},\\
\int_0^\infty x^3\varphi\,dx&=w\left(\tfrac12-\tfrac{3\pi}{16}\right)=-\tfrac12wB_1, & B_1&=\tfrac{3\pi}8-1,\\
\int_0^\infty x^3\varphi^2dx&=w^2B_2, & B_2&=\tfrac18-\tfrac{3\pi}{32\sqrt2}+\tfrac\pi{32}.
\end{aligned}
\]

All four constants are positive: \(A_1=0.2146\), \(A_2=0.0705\), \(B_1=0.1781\), \(B_2=0.0149\). Since \(r\,dr=\beta^{-2}x\,dx\) and \(r^3dr=\beta^{-4}x^3dx\),

\[
I_0=-\frac{4\pi}{\beta^2}\,w(A_1-A_2w),\qquad
I_2=+\frac{2\pi}{3\beta^4}\,w(B_1+B_2w). \tag{10}
\]

The opposite signs can be understood without the integrals. Let \(r_0\) be the node of \(\varphi\). Because of (5), \(\int r^3\varphi\,dr=\int r^2(r-r_0)\varphi\,dr\), and \((r-r_0)\varphi\) is nowhere positive. Thus \(-2\varphi\) contributes positively to \(I_2\), as does \(\varphi^2\). In the same way \(\int r\varphi\,dr=\int r^2(1/r-1/r_0)\varphi\,dr>0\), which makes the linear part of \(I_0\) negative; it outweighs the quadratic part since \(A_1>A_2\) and \(w\le1\).

To reach the Colle-Salvetti form, insert \(\beta=qn^{1/3}\) and take the large term out of the denominator of \(w\):

\[
w=\frac{1}{\sqrt\pi\,q\,n^{1/3}}\;\frac1{1+d_0n^{-1/3}},\qquad d_0=\frac1{\sqrt\pi\,q}. \tag{11}
\]

Replacing the first \(w\) in \(I_0\) by this expression gives

\[
P_0I_0=-P_0\,\frac{4\pi}{q^2n^{2/3}}\,\frac{1}{\sqrt\pi\,q\,n^{1/3}}\,\frac{A_1-A_2w}{1+d_0n^{-1/3}}
=-4\,\frac{P_0}{n}\,\frac{a(n)}{1+d_0n^{-1/3}},
\]

\[
a(n)=\frac{\sqrt\pi}{q^3}(A_1-A_2w). \tag{12}
\]

The second term relative to the first is, with \(P_0=n^2/4\),

\[
\frac{L\,I_2}{P_0I_0}=-\frac{4L}{n^2}\,\frac{1}{6q^2n^{2/3}}\,\frac{B_1+B_2w}{A_1-A_2w}=b(n)\,n^{-8/3}L,
\]

\[
b(n)=-\frac{2}{3q^2}\,\frac{B_1+B_2w}{A_1-A_2w}. \tag{13}
\]

The result of approximations 1 to 6 is therefore

\[
E_c=-4\int\frac{P_0}{n}\,a(n)\,\frac{1+b(n)\,n^{-8/3}L}{1+d_0n^{-1/3}}\,d\mathbf R. \tag{14}
\]

The published Colle-Salvetti formula is

\[
E_c=-4a\int\frac{P_0}{n}\,\frac{1+b\,n^{-8/3}L\,e^{-cn^{-1/3}}}{1+d\,n^{-1/3}}\,d\mathbf R, \tag{15}
\]

with \(a=0.04918\), \(b=0.132\), \(c=0.2533\), \(d=0.349\) in atomic units: \(a\) is in hartree, \(c\) and \(d\) are in inverse bohr, and \(b\) is a pure number, since \(n^{-8/3}L\) is dimensionless (the label bohr^2 printed beside \(b\) in the check's output should be ignored). Going from (14) to (15) is **approximation 7**: the functions \(a(n)\), \(b(n)\) and the number \(d_0\) are replaced by a simple form with empirical constants.

This last step is more than a rounding of coefficients. The derived \(a(n)\) does vary slowly, from 0.026 at \(n=0.01\) to 0.031 at \(n=10\), but it lies well below the published \(a\). The derived \(d_0\) is 0.246. Over the same densities \(b(n)\) runs from \(-0.134\) to \(-0.110\). Its size is close to that of the published \(b\), but its sign is opposite, and (13) shows that it is negative at every density. Nor does (13) contain an exponential: as \(n\to0\), \(w\to1\) and \(b(n)\) tends to a finite value. The derivation thus yields the powers of the density, the denominator and the appearance of \(L\). It does not yield the constants, the exponential, or the sign of the Laplacian term in (15).

The uniform gas makes the meaning of that sign concrete. There \(\gamma=n(1-k_F^2r^2/10+\dots)\), with \(k_F=(3\pi^2n)^{1/3}\). Equation (2) gives \(P=\tfrac14n^2(1+k_F^2r^2/5+\dots)\), so \(L=\tfrac3{10}k_F^2n^2>0\). The published term strengthens the correlation energy of the uniform gas, while the derived term weakens it. The program confirms the published constants and the sign of \(b\) by comparing (15), with this \(L\), to the uniform limit of the Lee-Yang-Parr (LYP) functional, which is built on the same formula.

The uniform gas also shows how far the truncation can be trusted. The correction to \(P_0\) is \(k_F^2r^2/5=(3\pi^2)^{2/3}x^2/(5q^2)\), whose coefficient does not depend on the density. No choice of density makes the expansion parameter small. If \(k_F\) is replaced in a test by an adjustable smaller wave number \(k\), the error of (8) should grow as \(k^4\), by a factor of 16 when \(k\) doubles. The program finds 15.25 for the error in the energy on a doubling from 0.2 to 0.4 of \(k_F\), near the leading-order value. This confirms the order of the error, not its smallness: at the actual \(k_F\) the second-order term is a little over twice the full effect of the varying \(P\).

For two electrons in one orbital, \(L\) follows from

\[
n\!\left(\mathbf R\pm\tfrac12\mathbf r\right)=n\pm\tfrac12r_i\partial_in+\tfrac18r_ir_j\partial_i\partial_jn+\dots,
\]

where repeated indices are summed. The product of the two densities, to second order, is \(n^2+\tfrac14n\,r_ir_j\partial_i\partial_jn-\tfrac14(r_i\partial_in)^2\). Applying \(\nabla_r^2\) and the factor \(\tfrac14\) in \(P\) gives

\[
L=\tfrac18\left(n\nabla^2n-|\nabla n|^2\right)=-n\,t_W,\qquad
t_W=\tfrac18\left(\frac{|\nabla n|^2}{n}-\nabla^2n\right). \tag{16}
\]

For an exponential density \(n\propto e^{-\lambda R}\), \(\nabla^2n=(\lambda^2-2\lambda/R)n\), so \(t_W=\lambda n/(4R)\) and \(L/P_0=-4t_W/n=-\lambda/R\). Now \(L\) is negative, and the Laplacian terms of (14) and (15) act in the opposite sense to the uniform gas. The expansion parameter \(|L|/(P_0\beta^2)=\lambda/(Rq^2n^{2/3})\) grows without limit in the tail of the atom, where \(n\) decays, and also at the nucleus, where \(R\to0\). The truncation fails in both regions, and for helium the second-order term also overshoots at the distances in between, where most of the energy lies. The exponential in (15) suppresses the Laplacian term in the tail.

Helium shows the weight of each approximation. The orbital is an HF orbital in a small Slater basis, with total energy \(-2.86168\) hartree. The reference correlation energy, \(-0.0415\) hartree, is from CCSD in the cc-pV5Z basis. For two electrons CCSD is complete within the basis, so what this nonrelativistic, fixed-nucleus value leaves out is the effect of a larger basis.

The double integral (1), with no expansion of \(P\), gives \(-0.0422\) hartree, within 2% of the reference. This depends on \(q\): the value that reproduces the reference is 2.305, close to 2.29; its last digits depend on the basis error of the reference: it is 2.318 for the cc-pVQZ value and falls by about 0.01, to 2.29, for the complete-basis value of about \(-0.0420\) hartree, from which the double integral differs by about 0.4%. It is best read as about 2.3. The derived local formula (14) gives

\[
-0.0379-0.0195=-0.0574\ \text{hartree}.
\]

The zeroth-order term alone is 10% smaller in size than the double integral it approximates. The complete effect of the varying \(P\) is \(-0.0422+0.0379=-0.0043\) hartree. The second-order term has the same sign but is about 4.5 times as large, so the truncated result overshoots the double integral by 36%. The published formula (15) gives

\[
-0.0581+0.0166=-0.0416\ \text{hartree}=-1.13\ \text{eV},
\]

where the sum was rounded after adding. It differs from the reference by about 0.1% of the latter, which is closer than the reference itself can be trusted, since the complete-basis value, about \(-0.042\) hartree, lies roughly 1% lower. The agreement comes through a larger local term and a Laplacian term of the other sign. Together these two changes raise the value of (14) by 0.0158 hartree, about the size of its truncation error of 0.015 hartree, although the larger local term alone moves it the other way. The constants of (15) were fitted with the helium HF orbital, so helium is not an independent test, and the agreement does not validate the steps that led to the form.

Approximation 2 can be judged by taking the wave function \(g(\mathbf r_1)g(\mathbf r_2)(1-\varphi)\) at its word, normalizing it and computing its full energy. Relative to HF, the changes in hartree are

\[
\underbrace{+0.0361}_{\text{kinetic}}\;\underbrace{-\,0.0212}_{\text{nuclear}}\;\underbrace{-\,0.0300}_{\text{repulsion}}=-0.015 .
\]

The wave function recovers only 36% of the reference correlation energy. The kinetic and nuclear changes that the formula sets to zero are each comparable in size to the repulsion change, and their sum, \(+0.015\) hartree, cancels about half of it. The value \(-0.0422\) from (1) is therefore not a variational energy of this wave function, and the variational principle gives it no protection against falling below the true energy.

The repulsion change itself differs from (1), \(-0.0300\) against \(-0.0422\) hartree, because of the normalization. The squared norm is \(S=0.9877\): 1.2% of the pair is lost. The loss arises because (5) treats \(P\) as constant across the hole; the dropped \(\varphi^2\) term is never negative and can only add pairs. If \(J\) is the HF repulsion energy and \(E_1\) the value of (1), the normalized change is

\[
\frac{J+E_1}{S}-J=\frac{E_1+(1-S)J}{S}. \tag{17}
\]

Multiplying the change by \(S\) gives \(-0.0296\), so \((1-S)J=0.0422-0.0296=0.0126\) hartree. A loss of 1.2% of the pair thus supplies 30% of the energy in (1), because it removes that share of the whole repulsion and not of its small correlation part. The success of the double integral for helium rests on this loss and on the omitted one-body energies, at a value of \(q\) for which the total comes out close to the reference.

Two limits of (14) complete the picture. Where \(L\) is negligible, the energy per electron at high density tends to the constant \(-\sqrt\pi A_1/q^3=-0.0317\) hartree, since \(w\to0\). At low density \(w\to1\), and \(P_0I_0/n\) tends to \(-(\pi/q^2)(A_1-A_2)\,n^{1/3}\), the scaling of a Coulomb energy at the mean electron spacing. Both forms assume a closed shell, through \(P_0=n^2/4\). For a single electron \(P\) is zero everywhere and (1) vanishes, as it should, whereas inserting \(n^2/4\) would produce a spurious correlation energy. Spin-polarized systems must keep their own pair density.

## Computed results

```
range parameter q = 2.29 (dimensionless)
moments A1, A2 = 0.214602, 0.070495
moments B1, B2 = 0.178097, 0.014915
derived d0 = 0.2464 bohr^-1
derived a, high-density limit = 0.03167 hartree
derived b, high-density limit = -0.1055 bohr^2
density (bohr^-3), a(n) (hartree), b(n) (bohr^2):
    0.01  0.02612  -0.1336
    0.10  0.02807  -0.1225
    1.00  0.02962  -0.1147
   10.00  0.03061  -0.1101
published a = 0.04918 hartree, b = 0.132 bohr^2
published c = 0.2533, d = 0.349 bohr^-1
truncation error ratio on doubling k = 15.25
Helium atom, energies in hartree:
HF energy, Slater basis = -2.861680
HF energy, cc-pV5Z = -2.861625
correlation energy, CCSD/cc-pV5Z = -0.04153
untruncated double integral = -0.04223
derived formula, zeroth order = -0.03791
derived formula, second-order term = -0.01945
derived formula, total = -0.05736
published formula, zeroth order = -0.05814
published formula, Laplacian term = 0.01655
published formula, total = -0.04158
published formula, total = -1.132 eV
q matching double integral to CCSD = 2.305
change in number of pairs (HF: 1) = -0.0123
norm of correlated wave function = 0.9877
Normalized correlated wave function minus HF:
kinetic energy change = 0.0361
nuclear attraction change = -0.0212
electron repulsion change = -0.0300
total energy change, Hamiltonian = -0.0150
total energy change, HF-equation route = -0.0150
gradient cost of the factor = 0.0174
```
